# Critical Radius of a Cylindrical Hole in a Supported Film: verification in Python

```python
"""
Result under test: a cylindrical hole of radius r in a supported film of
thickness h has a capillary energy with a MAXIMUM (not a minimum) at
    r_crit = h / (1 - cos(theta)),
    barrier = pi * gamma * h**2 / (1 - cos(theta)).
gamma: film surface energy; sub: bare-substrate energy; inter: energy of the
film-substrate interface; theta: contact angle measured inside the film.
Lengths in nm, energies in eV, surface energies in eV/nm^2.
The program also sizes wall relaxation and other effects left out.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

PI = np.pi
K_B = physical_constants["Boltzmann constant in eV/K"][0]


def hole_energy(r, h, gamma, sub, inter, cell=np.inf):
    """Energy with hole minus energy without; material kept in the cell."""
    thickness = h / (1.0 - (r / cell) ** 2)
    wall = 2 * PI * r * thickness
    base = PI * r**2
    return gamma * (wall - base) - inter * base + sub * base


def maximum(energy, upper):
    res = minimize_scalar(lambda r: -energy(r), bounds=(0.0, upper),
                          method="bounded", options={"xatol": 1e-10})
    return res.x, -res.fun


def droplet_angle(gamma, sub, inter):
    """Contact angle from minimizing a spherical cap at unit volume."""
    def energy(t):
        volume_factor = PI * (2 + np.cos(t)) * (1 - np.cos(t)) ** 2 / 3
        radius = volume_factor ** (-1 / 3)
        cap = 2 * PI * radius**2 * (1 - np.cos(t))
        foot = PI * (radius * np.sin(t)) ** 2
        return gamma * cap + (inter - sub) * foot
    return minimize_scalar(energy, bounds=(0.05, PI - 0.01),
                           method="bounded", options={"xatol": 1e-10}).x


# Threshold and barrier against direct maximization, for several materials
for g, s, i in [(10.0, 3.0, 8.0), (10.0, 9.0, 4.0), (7.0, 6.0, 5.0)]:
    for h_test in (2.0, 5.0):
        angle = droplet_angle(g, s, i)
        r_num, e_num = maximum(
            lambda r: hole_energy(r, h_test, g, s, i), 4 * h_test)
        k = 1 - np.cos(angle)
        assert abs(r_num / (h_test / k) - 1) < 1e-5
        assert abs(e_num / (PI * g * h_test**2 / k) - 1) < 1e-5
        for factor in (0.9, 1.1):
            assert hole_energy(factor * r_num, h_test, g, s, i) < e_num

# Complete wetting: opening a hole always costs energy
grid = np.linspace(0, 500, 2001)
assert np.all(np.diff(hole_energy(grid, 5.0, 10.0, 15.0, 4.0)) > 0)

# Worked example: rough values for a copper seed layer on an oxide
h, gamma, sub, inter = 5.0, 10.0, 3.0, 8.0
temperature, cell = 600.0, 100.0
theta = droplet_angle(gamma, sub, inter)
k = 1 - np.cos(theta)


def energy(r):
    return hole_energy(r, h, gamma, sub, inter)


r_crit, barrier = maximum(energy, 4 * h)
r_zero = brentq(energy, 1.2 * r_crit, 5 * r_crit)
assert abs(r_zero / (2 * r_crit) - 1) < 1e-5
wall_cost = gamma * 2 * PI * r_crit * h
assert abs(barrier / (wall_cost / 2) - 1) < 1e-5

# Finite film: shift of the threshold, and the minimum at a large radius


def finite_energy(r, size):
    return hole_energy(r, h, gamma, sub, inter, size)


r_cell, e_cell = maximum(lambda r: finite_energy(r, cell), 3 * r_crit)
r_large, _ = maximum(lambda r: finite_energy(r, 10 * cell), 3 * r_crit)
r_inf = h / k
assert abs((r_cell - r_inf) / (r_large - r_inf) / 100 - 1) < 0.02
low = minimize_scalar(lambda r: finite_energy(r, cell),
                      bounds=(0.5 * cell, 0.99 * cell), method="bounded")
assert low.fun < 0
for factor in (0.98, 1.02):
    assert finite_energy(factor * low.x, cell) > low.fun
h_low = h / (1 - (low.x / cell) ** 2)


# Free wall shape: catenoid held at height h at the outer radius
def catenoid(outer):
    start = np.arcsinh(1 / np.tan(theta))
    neck = brentq(lambda c: c * (np.arccosh(outer / c) - start) - h,
                  1e-6, h)
    value = PI * gamma * (neck * h - outer**2
                          + outer * np.sqrt(outer**2 - neck**2))
    return neck, neck / np.sin(theta), value, start


neck, contact, e_relaxed, start = catenoid(cell)
neck_far, contact_far, e_far, _ = catenoid(10 * cell)


def wall_radius(z):
    return neck * np.cosh(z / neck + start)


# Independent check: Newton solution of a wall made of conical rings
n = 400
dz = h / n
z = np.linspace(0, h, n + 1)
radii = wall_radius(z) * (1 + 0.03 * np.cos(PI * z / (2 * h)))
radii[-1] = cell
step_size = np.inf
for _ in range(40):
    a, b = radii[:-1], radii[1:]
    p, d = a + b, b - a
    slant = np.sqrt(d**2 + dz**2)
    slope, bend = d / slant, dz**2 / slant**3
    gradient = np.zeros(n + 1)
    gradient[:-1] += PI * (slant - p * slope)
    gradient[1:] += PI * (slant + p * slope)
    diagonal = np.zeros(n + 1)
    diagonal[:-1] += PI * (-2 * slope + p * bend)
    diagonal[1:] += PI * (2 * slope + p * bend)
    gradient[0] += 2 * PI * (sub - inter) / gamma * radii[0]
    diagonal[0] += 2 * PI * (sub - inter) / gamma
    side = -PI * p * bend
    hessian = (np.diag(diagonal) + np.diag(side, 1) + np.diag(side, -1))
    hessian = hessian[:-1, :-1]
    if step_size < 1e-8:
        break
    step = np.linalg.solve(hessian, -gradient[:-1])
    radii[:-1] += step
    step_size = np.max(np.abs(step))
assert step_size < 1e-8
ring_area = np.sum(PI * p * slant)
e_rings = (gamma * (ring_area - PI * cell**2)
           + (sub - inter) * PI * radii[0] ** 2)
unstable = int(np.sum(np.linalg.eigvalsh(hessian) < 0))
assert abs(radii[0] / contact - 1) < 2e-3
assert abs(e_rings / e_relaxed - 1) < 2e-3
assert unstable == 1
assert e_relaxed < barrier
drained = quad(lambda x: PI * wall_radius(x) ** 2, 0, h)[0]
mean_drop = drained / (PI * cell**2)

# Other neglected effects, with rough magnitudes
gb_energy = 4.0        # grain-boundary energy, eV/nm^2
wall_excess = 0.10     # wall energy above that of the top surface
line_tension = 1.0     # sum for both edges, eV/nm
modulus, strain = 1200.0, 0.003   # biaxial modulus eV/nm^3, film strain
r_gb, e_gb = maximum(lambda r: energy(r) - 3 * r * h * gb_energy, 4 * h)
gb_factor = 1 - 3 * gb_energy / (2 * PI * gamma)
assert abs(r_gb / (r_inf * gb_factor) - 1) < 1e-5
assert abs(e_gb / (barrier * gb_factor**2) - 1) < 1e-5
r_wall, e_wall = maximum(
    lambda r: energy(r) + wall_excess * gamma * 2 * PI * r * h, 4 * h)
r_line, e_line = maximum(
    lambda r: energy(r) + 2 * PI * r * line_tension, 4 * h)
r_el, e_el = maximum(
    lambda r: energy(r) - modulus * strain**2 * h * PI * r**2, 4 * h)

kt = K_B * temperature
print("INPUTS (rough values, copper seed layer on oxide)")
print(f"film thickness h = {h:.1f} nm")
print(f"film surface energy = {gamma:.1f} eV/nm^2")
print(f"bare substrate energy = {sub:.1f} eV/nm^2")
print(f"film-substrate interface energy = {inter:.1f} eV/nm^2")
print(f"temperature = {temperature:.0f} K, kT = {kt:.4f} eV")
print(f"cell (outer) radius R = {cell:.0f} nm")
print("CYLINDRICAL HOLE")
print(f"contact angle from droplet = {np.degrees(theta):.2f} deg")
print(f"1 - cos(theta) = {k:.4f}")
print(f"critical radius = {r_crit:.3f} nm = {10 * r_crit:.2f} angstrom")
print(f"wall energy at critical radius = {wall_cost:.1f} eV")
print(f"base energy at critical radius = {barrier - wall_cost:.1f} eV")
print(f"barrier = {barrier:.1f} eV = {barrier / kt:.0f} kT")
print(f"radius where energy returns to zero = {r_zero:.3f} nm")
for factor in (0.5, 1.5, 3.0):
    r = factor * r_crit
    print(f"energy at r = {r:.3f} nm: {energy(r):.1f} eV")
for degrees in (60, 90, 110, 130, 150, 180):
    inter_t = sub - gamma * np.cos(np.radians(degrees))
    r_t, e_t = maximum(
        lambda r: hole_energy(r, h, gamma, sub, inter_t), 4 * h)
    print(f"theta {degrees} deg: radius {r_t:.3f} nm, barrier {e_t:.1f} eV")
print("FINITE FILM, material conserved in the cell")
print(f"critical radius = {r_cell:.4f} nm, barrier = {e_cell:.1f} eV")
print(f"energy minimum at r = {low.x:.1f} nm, energy = {low.fun:.0f} eV")
print(f"film thickness at that minimum = {h_low:.1f} nm")
print("RELAXED WALL, film held at height h at R, free material exchange")
print(f"R = {cell:.0f} nm: neck radius = {neck:.3f} nm")
print(f"R = {cell:.0f} nm: contact radius = {contact:.3f} nm")
print(f"R = {cell:.0f} nm: barrier = {e_relaxed:.1f} eV"
      f" = {e_relaxed / kt:.0f} kT")
print(f"ring model: contact radius = {radii[0]:.3f} nm")
print(f"ring model: barrier = {e_rings:.1f} eV")
print(f"number of unstable directions = {unstable}")
print(f"volume drained = {drained:.0f} nm^3")
print(f"mean drop of film level over the cell = {mean_drop:.3f} nm")
print(f"cylinder volume at critical radius = {PI*r_crit**2*h:.1f} nm^3")
print(f"R = {10 * cell:.0f} nm: neck {neck_far:.3f} nm,"
      f" contact {contact_far:.3f} nm, barrier {e_far:.1f} eV")
print("OTHER NEGLECTED EFFECTS (rough magnitudes, cylinder)")
print(f"grain-boundary energy = {gb_energy:.1f} eV/nm^2")
print(f"triple junction: radius {r_gb:.3f} nm, barrier {e_gb:.1f} eV")
print(f"wall energy excess = {100 * wall_excess:.0f} percent")
print(f"costlier wall: radius {r_wall:.3f} nm, barrier {e_wall:.1f} eV")
print(f"line tension, both edges = {line_tension:.1f} eV/nm")
print(f"line tension: radius {r_line:.3f} nm, barrier {e_line:.1f} eV")
print(f"biaxial modulus = {modulus:.0f} eV/nm^3, strain = {strain:.3f}")
print(f"elastic energy: radius {r_el:.3f} nm, barrier {e_el:.1f} eV")
print("PASS")
```

Output:

```
INPUTS (rough values, copper seed layer on oxide)
film thickness h = 5.0 nm
film surface energy = 10.0 eV/nm^2
bare substrate energy = 3.0 eV/nm^2
film-substrate interface energy = 8.0 eV/nm^2
temperature = 600 K, kT = 0.0517 eV
cell (outer) radius R = 100 nm
CYLINDRICAL HOLE
contact angle from droplet = 120.00 deg
1 - cos(theta) = 1.5000
critical radius = 3.333 nm = 33.33 angstrom
wall energy at critical radius = 1047.2 eV
base energy at critical radius = -523.6 eV
barrier = 523.6 eV = 10127 kT
radius where energy returns to zero = 6.667 nm
energy at r = 1.667 nm: 392.7 eV
energy at r = 5.000 nm: 392.7 eV
energy at r = 10.000 nm: -1570.8 eV
theta 60 deg: radius 10.000 nm, barrier 1570.8 eV
theta 90 deg: radius 5.000 nm, barrier 785.4 eV
theta 110 deg: radius 3.726 nm, barrier 585.2 eV
theta 130 deg: radius 3.044 nm, barrier 478.1 eV
theta 150 deg: radius 2.679 nm, barrier 420.9 eV
theta 180 deg: radius 2.500 nm, barrier 392.7 eV
FINITE FILM, material conserved in the cell
critical radius = 3.3445 nm, barrier = 524.8 eV
energy minimum at r = 86.0 nm, energy = -244775 eV
film thickness at that minimum = 19.3 nm
RELAXED WALL, film held at height h at R, free material exchange
R = 100 nm: neck radius = 0.828 nm
R = 100 nm: contact radius = 0.957 nm
R = 100 nm: barrier = 119.3 eV = 2308 kT
ring model: contact radius = 0.957 nm
ring model: barrier = 119.3 eV
number of unstable directions = 1
volume drained = 13018 nm^3
mean drop of film level over the cell = 0.414 nm
cylinder volume at critical radius = 174.5 nm^3
R = 1000 nm: neck 0.574 nm, contact 0.663 nm, barrier 85.0 eV
OTHER NEGLECTED EFFECTS (rough magnitudes, cylinder)
grain-boundary energy = 4.0 eV/nm^2
triple junction: radius 2.697 nm, barrier 342.7 eV
wall energy excess = 10 percent
costlier wall: radius 3.667 nm, barrier 633.6 eV
line tension, both edges = 1.0 eV/nm
line tension: radius 3.400 nm, barrier 544.8 eV
biaxial modulus = 1200 eV/nm^3, strain = 0.003
elastic energy: radius 3.321 nm, barrier 521.7 eV
PASS
```
